# Why laser heating imitates tensile stress in silicon Raman spectra

## The result

A Raman measurement of stress turns the position of a phonon line into a stress. In silicon, biaxial tension lowers the line and so does heating. If a laser warms the probed region and the analysis ignores it, the thermal shift is read as tension.

Let $b$ be the frequency shift per unit of equal-biaxial stress, with tension positive, and let $\Delta\omega_T$ be the shift caused by heating at fixed external stress. The false reading is

$$\sigma_{\rm app}=\frac{\Delta\omega_T}{b},\qquad b<0,\quad \Delta\omega_T<0\ \Rightarrow\ \sigma_{\rm app}>0 .$$

For silicon described by the Stillinger–Weber potential, heating from 300 to 310 K gives

$$\sigma_{\rm app}=\frac{-0.1405\ \text{cm}^{-1}}{-2.119\ \text{cm}^{-1}/\text{GPa}}=0.066\ \text{GPa}=66\ \text{MPa}.$$

No such tension exists in the crystal. If the surroundings hold the hot region laterally, the real thermal stress is compressive. The thermal shift has three parts: thermal expansion, a quartic anharmonic term and a cubic anharmonic term. Each is isolated below and then weighed as an apparent stress.

## Setting and conventions

The surface is (001), with normal $z$, and light is backscattered along $z$. The three zone-centre optical phonons of the diamond structure, polarised along $x,y,z$, have Raman tensors whose nonzero elements are $yz$, $xz$ and $xy$. Incident and scattered polarisations lie in the $xy$ plane, so the $z$ phonon is the one seen.

The temperature is uniform over the probed volume, strains are small, and anharmonicity is kept to lowest order. Shifts due to photoexcited carriers are left out. In formulas $\hbar=k_B=1$; frequencies are quoted as wavenumbers.

The potential is a classical interatomic model, here combined with quantum phonon occupations. It gives a harmonic frequency $\omega_0=594.8$ cm$^{-1}$, whereas the measured line lies at roughly 520 cm$^{-1}$. The numbers therefore show the mechanism and its scale; they do not calibrate an instrument.

## Contribution of stress: the conversion factor

For strains along the cubic axes, symmetry allows two coefficients in the linear change of the squared frequency:

$$\frac{\delta(\omega_z^2)}{\omega_0^2}=\hat p\,\varepsilon_{zz}+\hat q\,(\varepsilon_{xx}+\varepsilon_{yy}).$$

The directions $x$ and $y$ share one coefficient because they are equivalent for a $z$ vibration. The model gives $\hat p=-1.850$ and $\hat q=-1.470$.

Equal-biaxial stress produces $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$. The free surface requires

$$0=\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon
\quad\Rightarrow\quad \varepsilon_{zz}=-2r\varepsilon,\qquad r=\frac{C_{12}}{C_{11}}.$$

The in-plane stress is then

$$\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}
=Y_b\,\varepsilon,\qquad Y_b=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

Since $\delta(\omega^2)=2\omega_0\,\delta\omega$ to first order,

$$\delta\omega=\frac{\omega_0}{2}\left(2\hat q-2r\hat p\right)\varepsilon
\quad\Rightarrow\quad
b=\frac{\delta\omega}{\sigma}=\frac{\omega_0}{Y_b}\left(\hat q-r\hat p\right).$$

With $C_{11}=151.4$ GPa and $C_{12}=76.42$ GPa, $r=0.5047$ and $Y_b=150.7$ GPa. Hence

$$b=\frac{594.8}{150.7}\,(-1.470+0.933)=-2.12\ \text{cm}^{-1}/\text{GPa}.$$

A direct calculation at finite strain, with the normal direction relaxed, gives the same value to the digits shown.

To see where the sign comes from, separate volume change from shape change:

$$\hat p\varepsilon_{zz}+2\hat q\varepsilon
=\frac{\hat p+2\hat q}{3}(\varepsilon_{zz}+2\varepsilon)
+\frac{2(\hat p-\hat q)}{3}(\varepsilon_{zz}-\varepsilon).$$

Collecting the coefficients of $\varepsilon_{zz}$ and $\varepsilon$ on the right returns $\hat p$ and $2\hat q$. With $\varepsilon_{zz}=-1.009\varepsilon$, the volume term is $-1.58\varepsilon$ and the shape term is $+0.51\varepsilon$. Tension lowers the line because it dilates the crystal; the accompanying change of shape removes about a third of that effect in this model. Real silicon differs here: its measured deformation constants make the shape term add to the softening, and $b$ is roughly $-4$ cm$^{-1}$/GPa, about twice the model's value.

A central-force sketch shows why dilation can soften a vibration. For a bond energy $\phi(R)$, the stiffness against relative displacement along $z$ is

$$K=\sum_{\rm bonds}\left[\phi''n_z^2+\frac{\phi'}{R}(1-n_z^2)\right].$$

The four bonds have $n_z^2=1/3$, and $\phi'=0$ at equilibrium, so $K=4\phi''/3$. An isotropic strain $e$ changes $\phi''$ by $\phi'''Re$ and $\phi'$ by $\phi''Re$. Therefore

$$\frac{\delta K}{K}=\frac{\frac43\phi'''Re+\frac83\phi''e}{\frac43\phi''}
=\left(\frac{R\phi'''}{\phi''}+2\right)e .$$

The mode softens if the curvature falls fast enough on stretching, $-R\phi'''/\phi''>2$. The full model also has angular forces; its isotropic coefficient is $\hat p+2\hat q=-4.79$.

## First thermal contribution: expansion

Let $e$ be a uniform linear strain measured from the static lattice. The free energy per cell is

$$F(e,T)=\tfrac12E''e^2+F_{\rm vib}(e,T),\qquad
F_{\rm vib}=\Big\langle\sum_\nu\Big[\frac{\omega_\nu}{2}+T\ln(1-e^{-\omega_\nu/T})\Big]\Big\rangle_{\mathbf q},$$

where the brackets average over wavevectors and the $e$ in the exponential is the usual base. Minimising, with $F_{\rm vib}'$ evaluated at zero strain, gives

$$e(T)=-\frac{F'_{\rm vib}(0,T)}{E''}
=-\frac1{E''}\Big\langle\sum_\nu\left(n_\nu+\tfrac12\right)\frac{d\omega_\nu}{de}\Big\rangle_{\mathbf q},
\qquad n_\nu=\frac1{e^{\omega_\nu/T}-1}.$$

The second form follows from $\partial F_{\rm vib}/\partial\omega_\nu=\tfrac12+n_\nu$. Heating raises the occupations, so modes that soften on dilation push the crystal outward and modes that stiffen pull it inward. The net strain for the ten-kelvin rise is $\Delta e=26.6\times10^{-6}$. On a coarser wavevector grid, full minimisation differs from this first-order formula by about 1.3 percent.

All three normal strains equal $\Delta e$, so

$$\Delta\omega_{\rm exp}=\frac{\omega_0}{2}(\hat p+2\hat q)\Delta e
=\frac{594.8}{2}(-4.79)(26.6\times10^{-6})=-0.038\ \text{cm}^{-1}.$$

Divided by $b$, this looks like 18 MPa. A real biaxial strain of the same size would need only $Y_b\Delta e=4.0$ MPa. The ratio is

$$\frac{(\hat p+2\hat q)/2}{\hat q-r\hat p}=\frac{-2.395}{-0.537}=4.5 .$$

Free thermal expansion also lengthens the crystal along $z$, whereas biaxial tension shortens it there. Converting thermal strain to stress with the biaxial modulus therefore underestimates the false reading, even before the intrinsic terms are counted. The factor 4.5 belongs to the model; the measured constants of silicon give roughly 2.

## Second thermal contribution: the quartic term

Now hold the lattice constant fixed. Heating still changes the frequency, because the observed phonon vibrates in a crystal whose other atomic motions have grown.

Let $w$ be a uniform relative displacement of the two sublattices along $z$. Each atom, of mass $M$, moves by $\pm w/2$. For $N$ cells the kinetic energy is

$$2N\cdot\frac M2\left(\frac{\dot w}{2}\right)^2=\frac{NM}{4}\dot w^2=\frac12\dot Q^2
\quad\Rightarrow\quad w^2=\frac{2Q^2}{NM},$$

which defines the normal coordinate $Q$ of the observed phonon. A frozen displacement $w$ alters the dynamical matrix of all other vibrations:

$$D(\mathbf q;w)=D_0+wD_1+\tfrac12w^2D_2+\dots$$

In the eigenvectors of $D_0$, write $V_{\nu\mu}$ for the elements of $D_1$ and $W_\nu$ for the diagonal elements of $D_2$. The vibrational potential energy is $\frac12\sum_{\mathbf q}u^\dagger Du$, with mass-weighted amplitudes $u$. Its $w^2$ part, averaged over thermal motion, is

$$\frac{w^2}{4}\sum_{\mathbf q\nu}W_\nu\langle|u_\nu|^2\rangle
=\frac{Q^2}{2NM}\sum_{\mathbf q\nu}W_\nu\frac{2n_\nu+1}{2\omega_\nu}.$$

Off-diagonal elements drop out because different modes are uncorrelated in the harmonic thermal state. Comparison with $\frac12\delta(\omega_0^2)Q^2$ gives

$$\delta(\omega_0^2)_{\rm loop}=\frac1M\Big\langle\sum_\nu W_\nu\frac{2n_\nu+1}{2\omega_\nu}\Big\rangle_{\mathbf q}.$$

The sign is not fixed by general principle: it depends on how the stiffness of the other modes curves with $w$. In this model the ten-kelvin change is $-0.079$ cm$^{-1}$. Weighted by the added thermal motion, $W$ is negative. Displacing the sublattices then lowers the energy cost of the added motion at second order in $w$, which reduces the restoring force on the observed phonon. This is the largest of the three contributions and corresponds to 37 MPa.

## Third thermal contribution: the cubic term

The part linear in $w$ couples the observed phonon to pairs of phonons. Consider first one pair of real oscillators $x,y$, with frequencies $\omega_1,\omega_2$, and coupling $gQxy$. The observed mode has frequency $\omega_0$ and $m$ quanta. Put $s=\omega_1+\omega_2$ and $d=\omega_2-\omega_1$.

An oscillator coordinate changes its quantum number by one, with squared matrix element $(n+1)/2\omega$ upward and $n/2\omega$ downward. Every second-order energy term has the form $-|\text{matrix element}|^2/(E_{\rm final}-E_{\rm initial})$ and carries the common factor $-g^2/(8\omega_0\omega_1\omega_2)$. The four changes of the pair contribute:

- both gain a quantum: $(n_1+1)(n_2+1)\left[\dfrac{m+1}{s+\omega_0}+\dfrac{m}{s-\omega_0}\right]$;
- both lose one: $n_1n_2\left[\dfrac{m+1}{\omega_0-s}-\dfrac{m}{s+\omega_0}\right]$;
- a quantum passes from 1 to 2: $n_1(n_2+1)\left[\dfrac{m+1}{d+\omega_0}+\dfrac{m}{d-\omega_0}\right]$;
- a quantum passes from 2 to 1: $(n_1+1)n_2\left[\dfrac{m+1}{\omega_0-d}-\dfrac{m}{d+\omega_0}\right]$.

The frequency shift is the energy change when $m$ rises by one, which is the coefficient of $m$. For the first line it is

$$\frac1{s+\omega_0}+\frac1{s-\omega_0}=\frac{2s}{s^2-\omega_0^2},$$

and for the second it is the negative of this. The last two lines behave in the same way with $d$. The occupation factors combine as

$$(n_1+1)(n_2+1)-n_1n_2=1+n_1+n_2,$$
$$n_1(n_2+1)-(n_1+1)n_2=n_1-n_2 .$$

Multiplying the shift by $2\omega_0$ gives

$$\delta(\omega_0^2)=-\frac{g^2K}{4\omega_1\omega_2},\qquad
K=(1+n_1+n_2)\frac{2s}{s^2-\omega_0^2}+(n_1-n_2)\frac{2d}{d^2-\omega_0^2}.$$

Because $K$ is linear in the occupations, thermal averaging replaces them by Bose functions. Exact diagonalisation of three weakly coupled oscillators gives a shift of $7.294\times10^{-6}$ in model units, against $7.295\times10^{-6}$ from this formula.

For the crystal, $w=Q\sqrt{2/(NM)}$ gives $g^2=2|V_{\nu\mu}|^2/(NM)$ for each distinct pair. The vectors $\mathbf q$ and $-\mathbf q$ together supply two real channels, cosine and sine, so each $\mathbf q$ counts once. Summing over ordered pairs counts each distinct pair twice and brings a factor $\frac12$:

$$\delta(\omega_0^2)_{\rm bubble}=-\frac1M\Big\langle\sum_{\nu\mu}\frac{|V_{\nu\mu}|^2K}{4\omega_\nu\omega_\mu}\Big\rangle_{\mathbf q}.$$

The diagonal terms fit the same expression. There the coupling is $\frac12wVx^2$, and $(n+1)(n+2)-n(n-1)=2(1+2n)$ supplies the required occupation factor. The mean of $x^2$ also exerts a steady force on $Q$, but summed over the crystal this force vanishes by cubic symmetry. The steady force on the volume does not vanish; it is the expansion already counted.

The sign reflects level repulsion. Pairs with $s>\omega_0$ push the line down and pairs with $s<\omega_0$ push it up. Take $\omega_2>\omega_1$, so that $n_1>n_2$: exchange with $d<\omega_0$ then raises the line. These opposing terms leave a ten-kelvin change of $-0.024$ cm$^{-1}$, or 11 MPa in apparent stress.

At $s=\omega_0$ the phonon can decay into the pair. In an infinite crystal the real shift is a principal-value integral; here it is evaluated with a broadening of 10 cm$^{-1}$. Reducing this to 6 cm$^{-1}$ changes the total thermal shift by 0.3 percent, and a coarser wavevector grid changes it by 0.1 percent. The broadening acts only on the cubic term, which moves by about 2 percent; being a remainder of opposing parts, it is known to a few percent.

A static check tests the vertices $V$ and $W$ together. If $w$ is frozen, the quartic and cubic terms must reproduce the second derivative of the vibrational free energy with respect to $w$. Both routes give $-0.003361$ hartree/bohr$^2$. This static value is not the Raman shift, for which $K$ must be taken at $\omega_0$.

## Weighing the contributions

| Contribution | Shift (cm$^{-1}$) | Apparent stress (MPa) | Share |
|---|---:|---:|---:|
| Expansion | −0.038 | 18 | 27% |
| Quartic | −0.079 | 37 | 56% |
| Cubic | −0.024 | 11 | 17% |
| Total | −0.140 | 66 | 100% |

In this model, 73 percent of the thermal shift, and so of the false tension read in the freely expanding crystal, comes from the two terms evaluated at fixed lattice constant. The imitation is thus mainly a change in vibrational dynamics at fixed volume, not thermal strain mistaken for mechanical strain. The split belongs to this potential, and another description of the forces may weigh the terms differently. The division between the quartic and cubic terms is the least transferable part: the same cubic couplings give a decay linewidth of about 0.9 cm$^{-1}$ at 300 K, well below the measured width of roughly 3 cm$^{-1}$, so their ranking should not be carried over to real silicon. The minor role of expansion does carry over: with measured constants it supplies roughly a fifth of the slope.

The total slope is $-0.014$ cm$^{-1}$/K, while the measured slope near room temperature is roughly $-0.02$ cm$^{-1}$/K. The sign and order of magnitude agree. With this measured slope and the measured $b$ of roughly $-4$ cm$^{-1}$/GPa, ten kelvin would read as about 50 MPa. An experiment should use its own measured slope and stress coefficient.

Two temperature limits show how far the linear conversion reaches. When $T$ is well above all phonon energies, $n+\frac12\to T/\omega$. Then

$$1+n_1+n_2\to\frac{Ts}{\omega_1\omega_2},\qquad n_1-n_2\to\frac{Td}{\omega_1\omega_2},$$

and all three contributions are linear in $T$ at this order. At low temperature,

$$\frac{dn}{dT}=\frac{\omega}{T^2}n(n+1)\to0$$

for every fixed $\omega>0$. Acoustic modes with $\omega\sim T$ stay excited, and for them $dn/dT$ is of order $1/T$. They fill a wavevector volume proportional to $T^3$. The factors multiplying their occupations stay bounded as $\omega\to0$, because a uniform translation of the crystal costs no energy at any strain or any $w$: $d\omega/de$ scales as $\omega$, $W$ as $\omega^2$, and $V$ as one power of $\omega$ for each acoustic member of the pair. In the cubic term, $|V|^2$ also offsets the denominators $s-\omega_0$ and $d-\omega_0$, which shrink as $\omega$ when an acoustic phonon is paired with an optical one near the zone centre. Their part of the slope therefore falls at least as fast as $T^2$. The whole slope vanishes as $T\to0$, and ten kelvin of heating from a very cold start imitates less stress than the same rise at room temperature.

## A clamped hot layer

Suppose cold surroundings prevent lateral expansion of a uniformly heated layer while its surface remains free. The total in-plane strain is zero, so the elastic in-plane strain is $-\Delta e$ and

$$\sigma_{\rm th}=-Y_b\Delta e=-4.0\ \text{MPa}.$$

The normal strain is the free expansion plus the Poisson response to this compression, $\varepsilon_{zz}=\Delta e(1+2r)$. The strain part of the shift follows directly, and it equals free expansion plus the effect of the real stress:

$$\frac{\omega_0}{2}\hat p(1+2r)\Delta e
=\frac{\omega_0}{2}(\hat p+2\hat q)\Delta e-\omega_0(\hat q-r\hat p)\Delta e
=\Delta\omega_{\rm exp}+b\sigma_{\rm th}.$$

With the intrinsic shift unchanged at this order, the naive reading is

$$\sigma_{\rm app}+\sigma_{\rm th}=66.3-4.0=62.3\ \text{MPa}.$$

The line reports tension while the layer is under compression. A small laser spot in a thick wafer has a nonuniform stress field, and its $\sigma_{\rm th}$ requires an elastic calculation for that geometry.

## Separating heat from stress

With real stress $\sigma$ and temperature rise $\Delta T$, the linear relation is

$$\Delta\omega=b\sigma+a\Delta T
\quad\Rightarrow\quad
\frac{\Delta\omega}{b}=\sigma+\frac ab\Delta T,$$

where $a$ is the thermal slope at fixed stress. Here $a/b=6.6$ MPa/K. One line position cannot determine two unknowns, so a second observable is needed.

The anti-Stokes and Stokes processes carry population factors $n$ and $n+1$. Since $n+1=e^{\omega/T}n$,

$$R=\frac n{n+1}=e^{-\omega/T},\qquad
d\ln R=\frac{\omega}{T^2}\,dT-\frac{d\omega}{T}.$$

At 300 K the model gives $R=0.0577$. Heating by ten kelvin raises it by 9.7 percent, whereas a stress producing the same line shift raises it by 0.07 percent. Measured intensities also contain optical factors, which must be calibrated and may themselves vary with temperature.

The other route is to vary the laser power. If the temperature rise is proportional to power, the line position extrapolated to zero power is free of laser heating and of the thermal stress it causes. Compared with an unstressed reference at the same base temperature, that intercept gives the stress present without the laser. The extrapolation fails if the lowest powers used already lie outside the linear range.

## Numbers as computed

```
Lattice constant: 5.4309 angstrom
Harmonic Raman frequency: 594.83 cm^-1
C11: 151.42 GPa
C12: 76.422 GPa
Biaxial modulus: 150.71 GPa
p / omega0^2: -1.8495 (dimensionless)
q / omega0^2: -1.4703 (dimensionless)
Stress coefficient b, formula: -2.1189 cm^-1/GPa
Stress coefficient b, finite strain: -2.1189 cm^-1/GPa
Static curvature, loop plus bubble: -0.0033609 hartree/bohr^2
Static curvature, free energy: -0.0033609 hartree/bohr^2
Three-oscillator shift, exact: 7.2938e-06 (model frequency units)
Three-oscillator shift, kernel: 7.2946e-06 (model frequency units)
Initial temperature: 300 K
Temperature rise: 10 K
Linear expansion coefficient: 2.659 10^-6/K
Free thermal strain: 26.59 10^-6
Small-grid strain, first order: 26.568 10^-6
Small-grid strain, full minimum: 26.909 10^-6
Shift from expansion: -0.037881 cm^-1
Shift from quartic loop: -0.078749 cm^-1
Shift from cubic bubble: -0.023851 cm^-1
Intrinsic shift, loop plus bubble: -0.1026 cm^-1
Total ten-kelvin shift: -0.14048 cm^-1
Expansion share of total: 26.965 percent
Total shift per kelvin: -0.014048 cm^-1/K
Total shift, broadening 6 instead of 10 cm^-1: -0.1409 cm^-1
Total shift, grid 18 instead of 24: -0.14061 cm^-1
Apparent biaxial stress: 66.299 MPa
Real stress if clamped: -4.0073 MPa
Shift if clamped: -0.13199 cm^-1
Apparent stress if clamped: 62.293 MPa
Anti-Stokes/Stokes population ratio at 300 K: 0.057685 (dimensionless)
Ratio change from heating: 9.7107 percent
Ratio change from equal stress shift: 0.067396 percent
```
